**Caroli transmission tested by wave matching and time evolution**

The program tests $T(E)=\mathrm{Tr}[\Gamma_RG\Gamma_LG^\dagger]$ for a square-lattice channel between two leads. Here $G$ is the retarded channel Green function, and $\Gamma_L$ and $\Gamma_R$ are the broadenings obtained from the lead self-energies. It asserts that the trace agrees with direct wave matching at six energies for the strip and at one energy for a single-site chain. Further assertions compare the self-energy with a sum over finite-lead eigenstates, and $G$ with a block of the inverse of the complete finite system. The scattering matrix is asserted to be unitary, and the total transmission to be equal in both directions despite the magnetic flux. At $E=-0.40$ eV the output gives $T=1.323$ with two open modes, while individual mode-to-mode probabilities depend on the direction. The particle flow from the energy integral and that from time evolution both print as $0.14114\,t_0/\hbar$ per spin, where $t_0$ is the hopping energy; the asserted tolerance is two per cent.

## Verification by program

```python
"""
Coherent transmission of a finite tight-binding channel between two leads:
    T(E) = Tr[Gamma_R G Gamma_L G^dagger]
    G = (E - H_C - Sigma_L - Sigma_R)^(-1), Gamma = i (Sigma - Sigma^dagger)
H_C: channel Hamiltonian; Sigma_L, Sigma_R: retarded lead self-energies.
Model: square-lattice strip, nearest-neighbour hopping -HOP, lead site energy 0.
The trace is tested against wave matching and against time evolution of a
closed system with long finite leads. Energies are in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import block_diag, eigh

HOP = 0.30
FLUX = 0.50          # phase per channel plaquette, rad
ENERGY = -0.40
BARRIER = 0.30
MU_LEFT, MU_RIGHT, KT = -0.30, -0.50, 0.025


def transverse_modes(width):
    """Energies and orthonormal profiles (columns) of one isolated column."""
    m = np.arange(1, width + 1)
    energies = -2 * HOP * np.cos(np.pi * m / (width + 1))
    profiles = np.sqrt(2 / (width + 1)) * np.sin(
        np.pi * np.outer(m, m) / (width + 1))
    return energies, profiles


def column_hamiltonian(width):
    return -HOP * (np.eye(width, k=1) + np.eye(width, k=-1))


def outward_factors(energy, mode_energies):
    """Amplitude ratio per column for outgoing or decaying lead waves."""
    c = (mode_energies - energy) / (2 * HOP) + 0j
    s = np.sqrt(c * c - 1)
    first, second = c + s, c - s
    on_circle = np.abs(np.abs(first) - 1) < 1e-12
    take_first = np.where(on_circle, first.imag > 0, np.abs(first) < 1)
    return np.where(take_first, first, second)


def channel_hamiltonian(potential, flux):
    """potential[x, y] is the site energy; the flux enters hops along x."""
    length, width = potential.shape
    h = np.diag(potential.ravel()).astype(complex)
    for x in range(length):
        block = slice(x * width, (x + 1) * width)
        h[block, block] += column_hamiltonian(width)
        if x + 1 < length:
            following = slice((x + 1) * width, (x + 2) * width)
            hop = np.diag(-HOP * np.exp(1j * flux * np.arange(width)))
            h[following, block] = hop
            h[block, following] = hop.conj().T
    return h


def contact_selectors(size, width):
    """Matrices that pick the channel columns touching the two leads."""
    identity = np.eye(size)
    return identity[:, :width], identity[:, -width:]


def lead_self_energy(energy, width):
    mode_energies, profiles = transverse_modes(width)
    factors = outward_factors(energy, mode_energies)
    return profiles @ np.diag(-HOP * factors) @ profiles.T


def green_and_broadenings(energy, h_channel, width):
    size = len(h_channel)
    sigma = lead_self_energy(energy, width)
    sigmas = [p @ sigma @ p.T for p in contact_selectors(size, width)]
    green = np.linalg.inv(energy * np.eye(size) - h_channel - sum(sigmas))
    gammas = [1j * (s - s.conj().T) for s in sigmas]
    return green, gammas[0], gammas[1]


def caroli(energy, h_channel, width):
    green, gamma_l, gamma_r = green_and_broadenings(energy, h_channel, width)
    return np.trace(gamma_r @ green @ gamma_l @ green.conj().T).real


def wave_matching(energy, h_channel, width, source):
    """Solve the Schroedinger equation with a unit wave coming in from one
    lead (source 0 = left, 1 = right). Returns the probabilities
    [outgoing mode, incoming mode] into the other lead, the channel wave
    functions and the indices of the open modes."""
    size = len(h_channel)
    mode_energies, chi = transverse_modes(width)
    lam = outward_factors(energy, mode_energies)
    is_open = np.abs(np.abs(lam) - 1) < 1e-10
    modes = np.flatnonzero(is_open)
    selectors = contact_selectors(size, width)
    lead_part = energy * np.eye(width) - column_hamiltonian(width)
    total = size + 2 * width
    matrix = np.zeros((total, total), complex)
    rhs = np.zeros((total, len(modes)), complex)
    matrix[:size, :size] = energy * np.eye(size) - h_channel
    for side, pick in enumerate(selectors):
        rows = slice(size + side * width, size + (side + 1) * width)
        matrix[:size, rows] = HOP * pick @ chi
        matrix[rows, :size] = HOP * pick.T
        matrix[rows, rows] = lead_part @ chi + HOP * chi * lam
        if side == source:
            incoming = chi[:, modes]
            rhs[:size] = -HOP * pick @ incoming
            rhs[rows] = -(lead_part @ incoming + HOP * incoming / lam[modes])
    solution = np.linalg.solve(matrix, rhs)
    start = size + (1 - source) * width
    amplitudes = solution[start:start + width][modes]
    speed = lam[modes].imag
    probabilities = np.abs(amplitudes) ** 2 * speed[:, None] / speed[None, :]
    return probabilities, solution[:size], modes


def fermi(energy, mu):
    return 1 / (np.exp((energy - mu) / KT) + 1)


# Channel with three raised sites: no mirror symmetry, no time reversal.
potential = np.zeros((4, 3))
potential[1, 0] = potential[2, 0] = potential[2, 1] = BARRIER
length, width = potential.shape
h_c = channel_hamiltonian(potential, FLUX)
size = len(h_c)
mode_energies, chi = transverse_modes(width)
lam = outward_factors(ENERGY, mode_energies)
green, gamma_l, gamma_r = green_and_broadenings(ENERGY, h_c, width)
t_forward = np.trace(gamma_r @ green @ gamma_l @ green.conj().T).real
t_backward = np.trace(gamma_l @ green @ gamma_r @ green.conj().T).real

# Trace against wave matching, from both sides and at several energies.
p_forward, psi, open_modes = wave_matching(ENERGY, h_c, width, 0)
p_backward, _, _ = wave_matching(ENERGY, h_c, width, 1)
assert abs(p_forward.sum() - t_forward) < 1e-10
assert abs(p_backward.sum() - t_backward) < 1e-10
assert abs(t_forward - t_backward) < 1e-10
assert abs(p_forward[1, 0] - p_backward[0, 1]) > 1e-4
scan = []
for e in (-0.90, -0.70, -0.50, -0.25, 0.05):
    p, _, modes = wave_matching(e, h_c, width, 0)
    value = caroli(e, h_c, width)
    assert abs(p.sum() - value) < 1e-10
    scan.append((e, len(modes), value))

# Channel response to the standing waves of the isolated left lead, and the
# probability flow into the right lead divided by the incoming flow.
pick_l, pick_r = contact_selectors(size, width)
lam_open = lam[open_modes]
response = green @ (-HOP * pick_l @ chi[:, open_modes] * (1 - lam_open ** 2))
assert np.allclose(response, psi, atol=1e-10)
flow = np.einsum("in,ij,jn->n", psi.conj(), gamma_r, psi).real
assert np.allclose(flow / (2 * HOP * lam_open.imag), p_forward.sum(axis=0),
                   atol=1e-10)

# Spectral identity, unitary scattering matrix, transmission eigenvalues.
gamma = gamma_l + gamma_r
spectral = 1j * (green - green.conj().T)
assert np.allclose(spectral, green @ gamma @ green.conj().T, atol=1e-10)
assert np.allclose(spectral, green.conj().T @ gamma @ green, atol=1e-10)
mode_gamma = 2 * HOP * np.maximum(lam.imag, 0)
k_l = pick_l @ chi * np.sqrt(mode_gamma)
k_r = pick_r @ chi * np.sqrt(mode_gamma)
k_all = np.hstack([k_l, k_r])
s_matrix = np.eye(2 * width) - 1j * k_all.conj().T @ green @ k_all
assert np.allclose(s_matrix.conj().T @ s_matrix, np.eye(2 * width), atol=1e-10)
t_block = s_matrix[width:, :width]
assert np.allclose(np.abs(t_block[np.ix_(open_modes, open_modes)]) ** 2,
                   p_forward, atol=1e-10)
eigenvalues = np.linalg.svd(t_block, compute_uv=False) ** 2
assert eigenvalues.max() <= 1 + 1e-10
assert abs(eigenvalues.sum() - t_forward) < 1e-10

# A clean channel transmits every open mode fully.
t_clean = caroli(ENERGY, channel_hamiltonian(0 * potential, 0.0), width)
assert abs(t_clean - len(open_modes)) < 1e-10

# One raised site in a chain: closed form against matching and trace.
chain_energy = -0.30
chain = channel_hamiltonian(np.array([[BARRIER]]), 0.0)
chain_lam = outward_factors(chain_energy, transverse_modes(1)[0])[0]
chain_gamma = 2 * HOP * chain_lam.imag
chain_formula = chain_gamma ** 2 / (chain_gamma ** 2 + BARRIER ** 2)
chain_match = wave_matching(chain_energy, chain, 1, 0)[0].sum()
assert abs(chain_formula - chain_match) < 1e-10
assert abs(caroli(chain_energy, chain, 1) - chain_match) < 1e-10

# Long finite leads: self-energy and broadening from lead eigenstates.
columns = 150
chain_hops = np.eye(columns, k=1) + np.eye(columns, k=-1)
h_lead = (np.kron(np.eye(columns), column_hamiltonian(width))
          - HOP * np.kron(chain_hops, np.eye(width)))
lead_levels, lead_states = eigh(h_lead)
edge = lead_states[:width]
eta = 0.05
z = ENERGY + 1j * eta
sigma_closed = lead_self_energy(z, width)
sigma_sum = HOP ** 2 * (edge / (z - lead_levels)) @ edge.T
lorentz = 2 * eta / ((ENERGY - lead_levels) ** 2 + eta ** 2)
gamma_sum = HOP ** 2 * (edge * lorentz) @ edge.T
assert np.allclose(sigma_sum, sigma_closed, atol=1e-8)
assert np.allclose(gamma_sum, 1j * (sigma_closed - sigma_closed.conj().T),
                   atol=1e-8)

# Channel block of the inverse of the complete finite system.
n_lead = len(h_lead)
h_full = block_diag(h_lead, h_c, h_lead).astype(complex)
middle = slice(n_lead, n_lead + size)
right = slice(n_lead + size, 2 * n_lead + size)
h_full[middle, :width] = -HOP * pick_l
h_full[:width, middle] = -HOP * pick_l.T
right_edge = slice(right.start, right.start + width)
h_full[middle, right_edge] = -HOP * pick_r
h_full[right_edge, middle] = -HOP * pick_r.T
unit_columns = np.eye(len(h_full))[:, middle]
block = np.linalg.solve(z * np.eye(len(h_full)) - h_full, unit_columns)[middle]
assert np.allclose(block, green_and_broadenings(z, h_c, width)[0], atol=1e-8)

# Particle flow per spin from the energy integral, in units of HOP/hbar.
grid = np.linspace(-1.03, 0.60, 4001)
window = fermi(grid, MU_LEFT) - fermi(grid, MU_RIGHT)
integrand = np.array([caroli(e, h_c, width) for e in grid]) * window


def trapezoid(values, step):
    return step * (values.sum() - 0.5 * (values[0] + values[-1]))


step = grid[1] - grid[0]
integral = trapezoid(integrand, step)
assert abs(trapezoid(integrand[::2], 2 * step) / integral - 1) < 1e-3
rate_formula = integral / (2 * np.pi * HOP)

# The same flow from time evolution: filled leads, empty channel at time 0.
# Both times precede the return of waves from the far ends of the leads.
levels, states = eigh(h_full)
initial = np.zeros((len(h_full), 2 * n_lead))
initial[:n_lead, :n_lead] = lead_states * np.sqrt(fermi(lead_levels, MU_LEFT))
initial[right, n_lead:] = lead_states * np.sqrt(fermi(lead_levels, MU_RIGHT))
coefficients = states.conj().T @ initial


def particles_right(time):
    phases = np.exp(-1j * levels * time / HOP)
    return np.sum(np.abs((states[right] * phases) @ coefficients) ** 2)


time_1, time_2 = 60.0, 130.0
rate_evolution = ((particles_right(time_2) - particles_right(time_1))
                  / (time_2 - time_1))
# Finite observation time limits the energy resolution; hence two per cent.
assert abs(rate_evolution / rate_formula - 1) < 0.02

quantum = 2 * const.e ** 2 / const.h
current = quantum * integral          # integral in eV equals volts here

print(f"hopping t0 = {HOP:.2f} eV; raised site energy = {BARRIER:.2f} eV")
print(f"channel: {length} columns x {width} rows; flux phase = {FLUX:.2f} rad")
print("raised sites (column, row), counted from 1:",
      [(int(x) + 1, int(y) + 1) for x, y in np.argwhere(potential > 0)])
print(f"energy E = {ENERGY:.2f} eV; open modes = {len(open_modes)}")
for m in range(width):
    sig = -HOP * lam[m]
    print(f"mode {m + 1}: transverse energy = {mode_energies[m]:.5f} eV")
    print(f"  lambda = {lam[m].real:.5f} {lam[m].imag:+.5f} i")
    print(f"  Sigma = {sig.real:.5f} {sig.imag:+.5f} i eV;"
          f" Gamma = {mode_gamma[m]:.5f} eV")
for n in range(len(open_modes)):
    for m in range(len(open_modes)):
        print(f"probability mode {n + 1} -> {m + 1}: left to right"
              f" {p_forward[m, n]:.5f}, right to left {p_backward[m, n]:.5f}")
print(f"T by trace, left to right = {t_forward:.6f}")
print(f"T by trace, right to left = {t_backward:.6f}")
print(f"T by wave matching, left to right = {p_forward.sum():.6f}")
print("transmission eigenvalues =",
      ", ".join(f"{v:.5f}" for v in eigenvalues[:len(open_modes)]))
print(f"T of clean channel = {t_clean:.6f}")
print(f"conductance quantum 2e^2/h = {quantum * 1e6:.4f} microsiemens")
print(f"conductance at E = {quantum * t_forward * 1e6:.3f} microsiemens")
for e, count, value in scan:
    print(f"E = {e:.2f} eV: open modes = {count}, T = {value:.5f}")
print(f"single-site chain: E = {chain_energy:.2f} eV, U = {BARRIER:.2f} eV")
print(f"  Gamma of each lead = {chain_gamma:.5f} eV")
print(f"  T formula = {chain_formula:.5f}, wave matching = {chain_match:.5f}")
print(f"mu_L = {MU_LEFT:.2f} eV, mu_R = {MU_RIGHT:.2f} eV, kT = {KT:.3f} eV")
print(f"integral of T (f_L - f_R) = {integral:.5f} eV")
print(f"current, both spins = {current * 1e6:.3f} microampere")
print(f"finite leads: {columns} columns each; broadening test eta = {eta} eV")
print(f"evolution window = {time_1:.0f} to {time_2:.0f} hbar/t0")
print(f"flow per spin, energy integral = {rate_formula:.5f} t0/hbar")
print(f"flow per spin, time evolution = {rate_evolution:.5f} t0/hbar")
print("every check passed")
```

It prints:

```
hopping t0 = 0.30 eV; raised site energy = 0.30 eV
channel: 4 columns x 3 rows; flux phase = 0.50 rad
raised sites (column, row), counted from 1: [(2, 1), (3, 1), (3, 2)]
energy E = -0.40 eV; open modes = 2
mode 1: transverse energy = -0.42426 eV
  lambda = -0.04044 +0.99918 i
  Sigma = 0.01213 -0.29975 i eV; Gamma = 0.59951 eV
mode 2: transverse energy = -0.00000 eV
  lambda = 0.66667 +0.74536 i
  Sigma = -0.20000 -0.22361 i eV; Gamma = 0.44721 eV
mode 3: transverse energy = 0.42426 eV
  lambda = 0.43183 +0.00000 i
  Sigma = -0.12955 +0.00000 i eV; Gamma = 0.00000 eV
probability mode 1 -> 1: left to right 0.28079, right to left 0.69571
probability mode 1 -> 2: left to right 0.53972, right to left 0.14781
probability mode 2 -> 1: left to right 0.46156, right to left 0.08164
probability mode 2 -> 2: left to right 0.04111, right to left 0.39801
T by trace, left to right = 1.323174
T by trace, right to left = 1.323174
T by wave matching, left to right = 1.323174
transmission eigenvalues = 0.96754, 0.35563
T of clean channel = 2.000000
conductance quantum 2e^2/h = 77.4809 microsiemens
conductance at E = 102.521 microsiemens
E = -0.90 eV: open modes = 1, T = 0.43781
E = -0.70 eV: open modes = 1, T = 0.85923
E = -0.50 eV: open modes = 2, T = 1.14353
E = -0.25 eV: open modes = 2, T = 1.64152
E = 0.05 eV: open modes = 3, T = 2.29289
single-site chain: E = -0.30 eV, U = 0.30 eV
  Gamma of each lead = 0.51962 eV
  T formula = 0.75000, wave matching = 0.75000
mu_L = -0.30 eV, mu_R = -0.50 eV, kT = 0.025 eV
integral of T (f_L - f_R) = 0.26605 eV
current, both spins = 20.614 microampere
finite leads: 150 columns each; broadening test eta = 0.05 eV
evolution window = 60 to 130 hbar/t0
flow per spin, energy integral = 0.14114 t0/hbar
flow per spin, time evolution = 0.14114 t0/hbar
every check passed
```
